\section*{Velocities of particles entering from a Maxwellian contact, and their sampling, part 2}

Electrons enter a semiconductor device through a plane from a contact, and a simulation must draw their velocities. The contact is a uniform, field-free, non-degenerate gas of density $N$ in equilibrium at temperature $T$, with no drift and no barrier at the plane. The unit normal $\hat{\mathbf n}$ points into the device. In a single parabolic valley,
\begin{equation}
E=\tfrac12\,\mathbf p^{\mathsf T}W\mathbf p,\qquad
\mathbf v=\frac{\partial E}{\partial\mathbf p}=W\mathbf p .
\label{eq:band}
\end{equation}
Here $E$ is the energy, $\mathbf v$ the velocity, $\mathbf p$ the crystal momentum measured from the valley minimum and $W$ the inverse-mass tensor. Its normal element is $W_{nn}=\hat{\mathbf n}^{\mathsf T}W\hat{\mathbf n}$, its tangential block is $W_{tt}$, and $\mathbf b$ holds the elements that couple the two. The normal mass is $m_n=1/W_{nn}$, and $\sigma=\sqrt{k_BT/m_n}$, with $k_B$ Boltzmann's constant.

Particles cross the plane at a rate proportional to their normal velocity $v>0$. This flux weight gives the density of entering normal velocities
\begin{equation}
g(v)=\frac{v}{\sigma^2}\,e^{-v^2/2\sigma^2}
=\frac{m_nv}{k_BT}\,\exp\!\left(-\frac{m_nv^2}{2k_BT}\right),\qquad v>0 .
\label{eq:g}
\end{equation}
With $r$ a random number uniform on $(0,1]$, it is sampled by
\begin{equation}
v=\sigma\sqrt{-2\ln r}=\sqrt{-\frac{2k_BT}{m_n}\ln r}\, .
\label{eq:sample}
\end{equation}
The normal energy $m_nv^2/2$ is therefore $-k_BT\ln r$, whatever the mass. Its mean is $k_BT$, and the mean total energy of an entering particle is $2k_BT$.

The tangential velocity $\mathbf v_t$ has two components in the plane. The part $\mathbf w=\mathbf v_t-\mathbf c\,v$, with $\mathbf c=\mathbf b/W_{nn}$, keeps its equilibrium Gaussian distribution, because the flux weight contains only the normal velocity.

Below, $h$ is Planck's constant, $\hbar=h/2\pi$, and $\epsilon$ is the permittivity. The letter $e$ is the elementary charge in the Debye length and the relaxation time, and the base of the exponential elsewhere.

\section{Tangential motion, several valleys and a silicon contact}

The first half considered a contact gas of density $N$ and temperature $T$ in a parabolic valley with inverse-mass tensor $W$. With $W_{nn}$ the element along the inward normal, $m_n=1/W_{nn}$ and $\sigma=\sqrt{k_BT/m_n}$, the inward flux is $\Phi=N\sigma/\sqrt{2\pi}$, and the entering normal velocity is sampled by $v=\sigma\sqrt{-2\ln r}$. Its mean is $\sigma\sqrt{\pi/2}$. The tangential velocity is $\mathbf v_t=\mathbf c\,v+\mathbf w$, where $\mathbf c=\mathbf b/W_{nn}$ contains the coupling elements $\mathbf b$ of $W$. The vector $\mathbf w$ is Gaussian and independent of $v$, and the matrix $S=W_{tt}-\mathbf b\mathbf b^{\mathsf T}/W_{nn}$ sets its spread.

The covariance of $\mathbf w$ follows from its weight $\exp(-\mathbf w^{\mathsf T}S^{-1}\mathbf w/2k_BT)$ and equals $k_BT\,S$. To sample it, factor $S=KK^{\mathsf T}$ with a lower-triangular $K$ and draw a vector $\boldsymbol\xi$ of two independent Gaussian numbers with zero mean and unit variance. Then
\begin{equation}
\mathbf v_t=\mathbf c\,v+\sqrt{k_BT}\,K\boldsymbol\xi ,
\label{eq:tangential}
\end{equation}
because the covariance of $K\boldsymbol\xi$ is $KK^{\mathsf T}=S$. The momentum needed by a band-structure routine is $\mathbf p=W^{-1}\mathbf v$. If the normal is a principal axis, $\mathbf b=0$ and the tangential components are ordinary Maxwellian velocities, independent of $v$. If the ellipsoid is tilted, the choice of particles with positive normal velocity also selects a sideways motion, with mean $\mathbf c\,\sigma\sqrt{\pi/2}$.

A real conduction band has several valleys. Let valley $i$ hold the density $N_i$ and have the normal velocity scale $\sigma_i$. The valleys feed the device independently, so their fluxes add, and an entering particle belongs to valley $i$ with probability
\begin{equation}
q_i=\frac{\Phi_i}{\sum_j\Phi_j}=\frac{N_i\sigma_i}{\sum_jN_j\sigma_j},\qquad
\Phi=\frac{1}{\sqrt{2\pi}}\sum_jN_j\sigma_j .
\label{eq:share}
\end{equation}
Valleys that are light along the normal are over-represented among the entering particles relative to their share of the density. The valley must be drawn first, with the probabilities $q_i$, and the velocity afterwards with that valley's $\sigma_i$. The mean entry velocity is
\begin{equation}
\langle v\rangle=\sqrt{\frac\pi2}\,\sum_iq_i\sigma_i .
\label{eq:mix}
\end{equation}
No single mass reproduces the mixed distribution if the $\sigma_i$ differ. For one valley, $\langle v^2\rangle/\langle v\rangle^2=4/\pi$. For the mixture this ratio is $(4/\pi)\sum_iq_i\sigma_i^2/(\sum_iq_i\sigma_i)^2$. The last quotient exceeds 1 unless all valleys with nonzero $q_i$ have the same $\sigma_i$, since the variance of $\sigma_i$ is then positive.

The number of particles to inject in a step $\Delta t$ through an area $A$ has the mean $\lambda=\Phi A\,\Delta t$. In a reservoir of $M$ independent particles each one enters with probability $\lambda/M$, so the number $k$ follows a binomial law. For fixed $k$ and $M\to\infty$,
\begin{equation}
\binom Mk\left(\frac\lambda M\right)^k\left(1-\frac\lambda M\right)^{M-k}
\longrightarrow\frac{\lambda^k}{k!}\,e^{-\lambda},
\end{equation}
because $\binom Mk M^{-k}\to1/k!$ and $(1-\lambda/M)^{M-k}\to e^{-\lambda}$. The count is a Poisson number. This holds for independent particles; Coulomb repulsion and the exclusion principle alter the fluctuations.

As an example, take electrons that enter an n-type silicon bar along the crystal direction $[110]$ at $T=300$ K, where $k_BT=25.85$ meV. The free-electron density is $N=10^{17}$ cm$^{-3}$ and the cross-section is 100 nm by 100 nm. The density is taken as uniform, which requires surfaces with little charge: at this doping a band bending of 0.2 V would deplete a layer about 50 nm deep. Silicon has six equivalent valleys, two on each cubic axis. Rough values of their masses are $m_l=0.92$ along the axis and $m_t=0.19$ across it, in units of the free-electron mass $m_0$. In equilibrium each valley holds one sixth of the electrons.

The two valleys on $[001]$ have the mass $m_t$ along the current. For the two on $[100]$, the normal $(1,1,0)/\sqrt2$ and the tangential direction $(-1,1,0)/\sqrt2$ give
\begin{equation}
W_{nn}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\qquad
b=\frac12\left(\frac1{m_t}-\frac1{m_l}\right).
\end{equation}
Over the common denominator $2m_lm_t$ these become
\begin{equation}
m_n=\frac{2m_lm_t}{m_l+m_t}=0.315\,m_0,\qquad
c=\frac{m_l-m_t}{m_l+m_t}=\frac{0.73}{1.11}=0.658 .
\end{equation}
The element $W_{tt}$ for the same tangential direction equals $W_{nn}$. The corresponding element of $S$ is therefore $(W_{nn}^2-b^2)/W_{nn}=(1/m_lm_t)/W_{nn}=2/(m_l+m_t)$. Along $[001]$ the coupling vanishes and the element of $S$ is $1/m_t$. The two valleys on $[010]$ have the same $m_n$ and $S$ but the opposite sign of $c$.

The velocity scales are
\begin{align}
\sigma_1&=\sqrt{\frac{k_BT}{0.190\,m_0}}=1.547\times10^7\ \text{cm/s}
&&\text{(two untilted valleys)},\\
\sigma_2&=\sqrt{\frac{k_BT}{0.315\,m_0}}=1.202\times10^7\ \text{cm/s}
&&\text{(four tilted valleys)}.
\end{align}
For $r=0.5$, equation \eqref{eq:sample} multiplies them by $\sqrt{2\ln2}=1.177$ and gives $1.82\times10^7$ and $1.41\times10^7$ cm/s. The normal energy is $25.85\ln2=17.9$ meV in both cases. For $r=0.1$ the energy is 59.5 meV and the velocities are $3.32\times10^7$ and $2.58\times10^7$ cm/s.

The populations are in the ratio 1 to 2, so the density-weighted velocity scale is $(1.547+2\times1.202)/3=1.317$ in units of $10^7$ cm/s. The untilted pair supplies the fraction
\begin{equation}
q_1=\frac{1.547/3}{1.317}=0.392
\end{equation}
of the entering electrons, although it holds one third of the density. The total flux is
\begin{equation}
\Phi=\frac{10^{17}\times1.317\times10^7}{\sqrt{2\pi}}
=5.25\times10^{23}\ \text{cm}^{-2}\,\text{s}^{-1}.
\end{equation}
Multiplied by the elementary charge, this is a one-way current density of $8.4\times10^4$ A/cm$^2$. In equilibrium the returning stream cancels it. The area is $10^{-10}$ cm$^2$, so a time step of 1 fs receives $5.25\times10^{23}\times10^{-10}\times10^{-15}=0.0525$ electrons on average. Most steps inject nothing, and rounding the mean to an integer would shut the contact.

The mean entry velocities of the two groups are $\sqrt{\pi/2}$ times their scales, or $1.94\times10^7$ and $1.51\times10^7$ cm/s. Weighted with 0.392 and 0.608 they give $1.68\times10^7$ cm/s for all entering electrons. In a tilted valley the mean sideways velocity is $0.658\times1.506\times10^7=0.99\times10^7$ cm/s. It has opposite signs for the $[100]$ and $[010]$ valleys, so their sum carries no sideways current, but each group separately does.

The non-degenerate assumption can be relaxed within the same counting. Let $E_F-E_c=\eta k_BT$ be the Fermi energy above the band minimum. With the energies of normal and tangential motion in units of $k_BT$, the two tangential dimensions have a constant density of states in energy, and
\begin{equation}
\int_0^\infty\frac{d\varepsilon_t}{1+e^{\varepsilon_t+\varepsilon_n-\eta}}
=\ln\!\left(1+e^{\eta-\varepsilon_n}\right).
\end{equation}
The entering density becomes $g(v)\propto v\ln(1+e^{\eta-v^2/2\sigma^2})$, which returns to \eqref{eq:g} for $\eta\ll-1$. Define $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty\varepsilon^j d\varepsilon/(1+e^{\varepsilon-\eta})$. With $v=\sigma\sqrt{2\varepsilon}$, one integration by parts turns each integral of the logarithm into such a function:
\begin{align}
\int_{-\infty}^{\infty}\ln(\cdots)\,dv&=\sqrt{2\pi}\,\sigma F_{1/2},\\
\int_0^\infty v\ln(\cdots)\,dv&=\sigma^2F_1,\\
\int_0^\infty v^2\ln(\cdots)\,dv&=\sqrt{\pi/2}\,\sigma^3F_{3/2}.
\end{align}
The first is proportional to the density and the second to the flux. At fixed density, the flux is therefore multiplied by $F_1/F_{1/2}$ and the mean entry velocity by $F_{3/2}/F_1$. The value of $\eta$ follows from $N=N_cF_{1/2}(\eta)$. For six valleys with two spins, $N_c=12(2\pi m_dk_BT/h^2)^{3/2}$ with $m_d=(m_lm_t^2)^{1/3}=0.321\,m_0$, which gives $2.74\times10^{19}$ cm$^{-3}$. Numerical quadrature and root finding give $\eta=-5.61$ at $10^{17}$ cm$^{-3}$, where the flux rises by 0.04\%. At $10^{20}$ cm$^{-3}$, $\eta=2.52$; the flux per electron rises by 30\% and the mean entry velocity by 23\%. The samplers \eqref{eq:sample} and \eqref{eq:tangential} no longer apply there, because the Fermi function does not factorize and $\mathbf w$ depends on $v$. At this $\eta$ the variance of $\mathbf w$ is about $1.7\,k_BT\,S$ for electrons with $v<\sigma$ and falls to about $k_BT\,S$ for $v>3\sigma$, and the mean energy of an entering electron is $2.9\,k_BT$ instead of $2k_BT$.

Non-parabolic bands act in the opposite direction. Let $E(1+\alpha E)$ replace $E$ on the left of \eqref{eq:band}, with the rough value $\alpha=0.5$ eV$^{-1}$. In the stretched momentum $W^{1/2}\mathbf p$ the energy is isotropic. With $\varepsilon=E/k_BT$, $a=\alpha k_BT$ and $\gamma=\varepsilon(1+a\varepsilon)$, the scaled speed is $s=\sqrt{2\gamma}/(1+2a\varepsilon)$ and the density of states is proportional to $\sqrt{2\gamma}\,(1+2a\varepsilon)$. Averages of the direction cosine over the forward hemisphere give the flux $N\sigma\overline{s}/4$ and the mean entry velocity $(2\sigma/3)\,\overline{s^2}/\overline{s}$, where the bar is the Boltzmann average. Numerical quadrature lowers the flux by 2.2\% and the mean velocity by 3.9\%, at fixed density and temperature.

A contact that carries net current has a drift velocity $u$ along the normal, counted positive toward the device. If it shifts the Gaussian without deforming it, the substitution $y=(v-u)/\sigma$ gives
\begin{equation}
\frac{\Phi}{N}=\int_{-u/\sigma}^{\infty}(u+\sigma y)\frac{e^{-y^2/2}}{\sqrt{2\pi}}\,dy
\simeq\frac{\sigma}{\sqrt{2\pi}}\left(1+\sqrt{\frac\pi2}\,\frac u\sigma\right)
\end{equation}
for $u\ll\sigma$. A rough mobility of 700 cm$^2$/Vs and a field of 1 kV/cm give $u=0.07\times10^7$ cm/s. With this drift in both groups, the full integral raises the flux by 6.8\% and the mean entry velocity by 1.7\%. A field acting with a common relaxation time shifts the momentum of all valleys equally, so the drift of each valley is proportional to its $W_{nn}$: $0.82u$ in the tilted and $1.36u$ in the untilted valleys. The flux then rises by the same 6.8\% and the mean entry velocity by 2.0\%.

These figures show where the model can be used. At $10^{17}$ cm$^{-3}$ and 300 K, the assumed drift gives the largest of the three corrections to the flux, and non-parabolicity gives the largest correction to the mean entry velocity. In a contact region with $10^{20}$ electrons per cm$^3$, far above the density of the example, Fermi statistics raise the flux 30\% above its Boltzmann value in the parabolic band used above; non-parabolicity makes this rise somewhat smaller. For the example at $10^{17}$ cm$^{-3}$, heating the contact to 400 K at fixed density raises both the flux and the mean entry velocity by the factor $\sqrt{400/300}$, or 15\%; in the degenerate contact region the rise is smaller. Replacing all valleys by one with the conductivity mass $3/(1/m_l+2/m_t)=0.258\,m_0$ raises the flux by 0.8\%, but the density-of-states mass $m_d$ lowers it by 9.7\%. These figures belong to the $[110]$ normal; for a $[100]$ normal they become a rise of 4.8\% and a fall of 6.0\%. The near agreement of the first does not restore the mixed distribution or the sideways velocities.

The classical plane also needs room. For hard side walls a distance $D$ apart and electrons with the mass $m_t$ across them, the spacing of the two lowest levels is $3\pi^2\hbar^2/2m_tD^2$. It is 0.59 meV at $D=100$ nm, small beside $k_BT$, but it grows as $D^{-2}$ and reaches 59 meV at 10 nm. This is the largest spacing in the bar. With both pairs of walls at 10 nm, the heavier mass across the walls sets the distance of the two lowest levels: 36 meV in the tilted valleys (mass $0.315\,m_0$) and 12 meV in the untilted ones (mass $m_l$). Subband populations must then replace the bulk valley densities, although within a parabolic subband the normal-velocity law keeps its form, with the subband's own mass along the current in place of $m_n$. For a tilted valley between hard walls this mass is $(m_l+m_t)/2=0.555\,m_0$ at any $D$, not $0.315\,m_0$. It describes the motion averaged over reflections between the walls and applies when electrons cross the bar without scattering, whereas $m_n$ describes the local crossing of the plane. Along the current, the thermal wavelength $h/\sqrt{2\pi m_tk_BT}$ is 9.9 nm, and the Debye length $\sqrt{\epsilon k_BT/e^2N}$ is about 13 nm for a relative permittivity of roughly 12. A third length is the mean free path, over which collisions restore the equilibrium distribution. The mobility $\mu=700$ cm$^2$/Vs and the conductivity mass $m_c=0.258\,m_0$ give a relaxation time $\mu m_c/e$ of about 0.10 ps; multiplied by the mean thermal speed $\sqrt{8k_BT/\pi m_c}$, this is roughly 22 nm. The injection plane belongs where the potential is nearly flat over all three lengths. A metal contact with a barrier violates this condition: tunnelling and reflection then reshape the entering distribution, and their size depends on a barrier that this model does not contain.
